# How many small silicon nanocrystals contain no dopant?

## Problem

A large collection of spherical silicon nanocrystals, each 5 nm in diameter, is doped to a mean density of $10^{19}$ cm$^{-3}$. The dopants are substitutional: each replaces a silicon atom on a lattice site. Every site has the same small probability of holding a dopant, whatever the other sites hold.

(a) Find the mean number of dopants per nanocrystal.

(b) Show that about 52 percent of the nanocrystals contain no dopant, and estimate the error made by ignoring the discreteness of the lattice.

(c) Find the fractions with one dopant and with two or more. Explain why one minus the mean number is not the empty fraction.

(d) Find how the empty fraction responds to a small change of diameter, and the diameter at which half of the nanocrystals are empty.

(e) A dopant may have a different energy inside the nanocrystal than in its surroundings. Estimate how an energy difference of 0.1 eV, of either sign, changes the answer to (b) if the dopants equilibrate at 1373 K.

The silicon lattice parameter is $a=0.5431$ nm, and the cubic cell holds eight atoms. The question concerns dopant atoms, not free carriers: a crystal with a dopant counts as doped whether or not that dopant is ionized.

## Hints

1. Convert the density to nm$^{-3}$ before multiplying by the volume. One cubic nanometre is $10^{-21}$ cm$^3$.

2. A nanocrystal is empty if its first site has no dopant, and its second has none, and so on. What does independence say about the probability of all these events together?

3. The site probability is small but the number of sites is large. Take the logarithm of the empty probability before approximating.

4. For (c), write down two sums over the number of dopants, one for the total probability and one for the mean, and subtract them.

5. For (e), compare the statistical weights of an occupied site inside and outside. The sites remain independent; ask which quantity in the earlier result has changed.

## Solution

### (a) The mean number

Let $n$ be the dopant density, $d$ the diameter and $V$ the volume of a nanocrystal. A sphere of radius $d/2$ has volume

$$V=\frac{4\pi}{3}\left(\frac d2\right)^3=\frac{\pi d^3}{6}.$$

For $d=5$ nm this is $V=65.45$ nm$^3$. The density is

$$n=10^{19}\ \mathrm{cm^{-3}}\times10^{-21}\ \mathrm{cm^3/nm^3}=0.01\ \mathrm{nm^{-3}}.$$

The mean number of dopants per crystal, called $\lambda$, is therefore

$$\lambda=nV=0.01\times65.45=0.6545.$$

No crystal contains 0.65 of a dopant. The number is an average over crystals that hold zero, one, two or more.

A single dopant in this volume represents a local density of $1/V=1.53\times10^{19}$ cm$^{-3}$. The density inside one crystal can thus be zero, or $1.53\times10^{19}$ cm$^{-3}$, or a higher multiple of that value. The nominal density of $10^{19}$ cm$^{-3}$ describes the collection and is not found in any one of its members.

### (b) The empty fraction

Let the crystal have $N$ lattice sites, and let $p$ be the probability that a given site holds a dopant. Silicon has $8/a^3$ sites per unit volume, so

$$N=\frac{8V}{a^3},\qquad p=\frac{n}{8/a^3}=\frac{na^3}{8}.$$

The numbers are $N\approx3269$ and $p=2.00\times10^{-4}$. The lattice parameter cancels in the product:

$$Np=\frac{8V}{a^3}\,\frac{na^3}{8}=nV=\lambda.$$

One site is free of dopants with probability $1-p$. Because the sites are independent, the probabilities multiply, and the crystal is empty with probability

$$P_0=(1-p)^N.$$

The logarithm turns the power into a product, and for small $p$ it can be expanded:

$$\ln P_0=N\ln(1-p)=-Np-\frac{Np^2}{2}-\dots$$

With $Np=\lambda$ this becomes

$$\ln P_0=-\lambda-\frac{\lambda p}{2}-\dots$$

The second term is $-0.6545\times2.00\times10^{-4}/2=-6.5\times10^{-5}$. It lowers $P_0$ by less than one part in ten thousand of its value, and the later terms are smaller by further factors of $p$. To this accuracy,

$$\boxed{P_0=e^{-\lambda}=\exp\left(-\frac{\pi n d^3}{6}\right)}$$

and

$$P_0=e^{-0.6545}=0.5197.$$

About 52 percent of the nanocrystals contain no dopant.

The number of sites in a real sphere depends slightly on where its centre lies in the lattice. For this diameter the count has a standard deviation of about 11 sites over random centres and strays by up to about 50. For a single crystal this matters more than the term just found, while over random centres it averages out. If $N$ changes by $\Delta N$, then $\ln P_0$ changes by about $-p\,\Delta N$. Even 50 extra sites would lower $P_0$ by only about 1 percent of its value, since $50\times2.00\times10^{-4}=0.01$.

Two limits show what the formula says. For $\lambda\ll1$, it gives $P_0\approx1-\lambda$: almost every dopant is alone in its crystal, so each dopant removes one crystal from the empty group. For $\lambda\gg1$, empty crystals become exponentially rare. The present case lies between these limits, and neither simplification serves.

The 52 percent is a probability, so a small sample will scatter about it. Among $M$ crystals filled independently, the number of empty ones has variance $MP_0(1-P_0)$. The standard deviation of the observed fraction is therefore $\sqrt{P_0(1-P_0)/M}$. For $M=100$ it is $\sqrt{0.52\times0.48/100}\approx0.05$, or 5 percentage points.

### (c) One dopant, two dopants, and more

To have $k$ dopants, a crystal needs $k$ occupied sites and $N-k$ unoccupied ones. The occupied sites can be chosen in $\binom Nk$ ways, so

$$P_k=\binom Nk p^k(1-p)^{N-k}.$$

Write out the binomial coefficient and replace $p$ by $\lambda/N$ in the factor $p^k$:

$$P_k=\frac{N(N-1)\cdots(N-k+1)}{N^k}\,
\frac{\lambda^k}{k!}\,(1-p)^N(1-p)^{-k}.$$

For fixed small $k$ and large $N$, the first fraction tends to one, because each of its $k$ factors does. The last factor tends to one because $p$ is small. The remaining power was found in (b) to be $e^{-\lambda}$. The result is the Poisson distribution,

$$P_k=\frac{\lambda^k}{k!}e^{-\lambda}.$$

For the nanocrystals considered here,

$$P_1=0.6545\times0.5197=0.340,$$

$$P_2=\frac{0.6545^2}{2}\times0.5197=0.111,$$

and the fraction with two or more is

$$1-P_0-P_1=1-0.5197-0.3401=0.140.$$

So 34 percent have one dopant and 14 percent have at least two.

To see why $1-\lambda$ fails, use the two sums

$$\sum_{k\ge0}P_k=1,\qquad \sum_{k\ge0}kP_k=\lambda.$$

Subtract the first from the second:

$$\lambda-1=\sum_{k\ge0}(k-1)P_k=-P_0+\sum_{k\ge2}(k-1)P_k.$$

The term with $k=1$ has dropped out. Solving for $P_0$ gives

$$P_0=1-\lambda+\sum_{k\ge2}(k-1)P_k.$$

The sum counts surplus dopants, meaning those beyond the first in each crystal. A surplus dopant raises the mean without removing a crystal from the empty group. Here $1-\lambda=0.3455$, while $P_0=0.5197$. The difference, 0.174 per crystal, is the mean number of surplus dopants.

The mean number among the doped crystals follows by dividing all dopants by the fraction of crystals that hold them:

$$\frac{\lambda}{1-P_0}=\frac{0.6545}{0.4803}=1.36.$$

### (d) The effect of diameter

Hold the density fixed and take the logarithm of the boxed result:

$$\ln P_0=-\frac{\pi n}{6}d^3.$$

Since $d\,\mathrm d(d^3)/\mathrm dd=3d^3$,

$$\frac{\mathrm d\ln P_0}{\mathrm d\ln d}
=d\,\frac{\mathrm d\ln P_0}{\mathrm dd}
=-3\,\frac{\pi n d^3}{6}=-3\lambda=-1.96.$$

A diameter larger by 1 percent lowers the empty fraction by about 2 percent of its value. For larger changes the full formula should be used. At 4.5 nm the volume is smaller by the factor $0.9^3=0.729$, so $\lambda=0.477$ and $P_0=0.621$. At 5.5 nm the factor is $1.1^3=1.331$, so $\lambda=0.871$ and $P_0=0.418$. An error of half a nanometre in the diameter thus moves the answer by about 10 percentage points.

Half of the crystals are empty when $e^{-\lambda}=1/2$, or $\lambda=\ln2$. Hence

$$\frac{\pi n d_{1/2}^3}{6}=\ln2,
\qquad
d_{1/2}=\left(\frac{6\ln2}{\pi n}\right)^{1/3}=5.10\ \mathrm{nm}.$$

### (e) An energy difference

Let $E$ be the energy of a dopant inside the crystal minus its energy outside. Assume that dopants move freely between the crystal and a large surrounding reservoir during the anneal, and that their positions are then frozen in. For simplicity, let the reservoir have the same density of available sites as silicon, and hold its dopant density at $n$. Differences in vibrational entropy are ignored. Forces between dopants are ignored too, so $E$ is the same for every site, whatever the other sites hold. The reservoir must be much larger than the crystals together. If the total number of dopants is fixed at a mean density $n$ and the crystals fill an appreciable share of the material, their gain or loss of dopants shifts the density outside, and the empty fraction changes less than found below.

Relative to an unoccupied site, an occupied site outside has some statistical weight $w$. Inside, the weight is $we^{-E/k_BT}$, where $k_B$ is the Boltzmann constant and $T$ the temperature. The occupation probabilities are

$$p_{\rm out}=\frac{w}{1+w},\qquad
p_{\rm in}=\frac{we^{-E/k_BT}}{1+we^{-E/k_BT}}.$$

When both weights are small, the denominators are close to one, so

$$p_{\rm in}\approx p_{\rm out}\,e^{-E/k_BT}.$$

The sites are still independent. What changes is the mean number, which becomes $\lambda e^{-E/k_BT}$, and therefore

$$P_0=\exp\left(-\lambda e^{-E/k_BT}\right).$$

At 1373 K, $k_BT=0.1183$ eV. If the dopant costs 0.1 eV inside, the density factor is $e^{-0.1/0.1183}=0.429$. The mean falls to $0.6545\times0.429=0.281$, and the empty fraction rises to 0.755. If the dopant gains 0.1 eV inside, the factor is 2.328, the mean is 1.524, and the empty fraction falls to 0.218.

An energy comparable with $k_BT$ thus changes the answer far more than the discreteness of the lattice does. If the density inside the crystals has itself been measured, it already contains this factor and, for independent dopants, should be used directly as $n$. If dopants attract or repel one another, the mean density alone no longer fixes the empty fraction. The effect need not be small. Two ionized dopants at random points in this sphere, with the bulk relative permittivity of 11.7 and no screening by carriers, repel with a mean energy of about 0.06 eV, half of $k_BT$. At the same mean number of 0.6545, this repulsion would lower the empty fraction from 0.52 to about 0.48.

### Comparison with real nanocrystals

Silicon nanocrystals a few nanometres across can be formed in oxide by annealing near 1100 °C, both rough figures. The diameter and temperature used here belong to that regime. The empty fraction depends strongly on the doping. At $10^{20}$ cm$^{-3}$ and the same diameter, $\lambda=6.545$, and independent placement would leave about 0.1 percent empty. Real dopants need not be placed uniformly, since they can prefer the crystal, the oxide or the interface. The energies of $+0.1$ and $-0.1$ eV in (e) are chosen illustrations, and they give empty fractions of 75 and 22 percent when the site densities inside and outside are equal. An oxide does not meet that condition. Silica has roughly 22 silicon sites per nm$^3$ against 50 in silicon. If the dopant uses those sites, the mean number inside is multiplied by a further factor of about 2.3, as large as the Boltzmann factor itself, and the empty fractions become about 53, 23 and 3 percent for $E=+0.1$, $0$ and $-0.1$ eV. As another illustration, suppose that the outer 0.25 nm of each crystal contains no dopants while the core keeps the density $n$. The effective diameter is then 4.5 nm, and 62 percent are empty. If the excluded dopants moved into the core instead, the mean number would be unchanged, and so would the 52 percent.

## Variation 1: a spread of diameters

**Question.** The diameters follow a narrow normal distribution with mean 5 nm and relative standard deviation $s$. The density is unchanged. What fraction of the nanocrystals is empty?

**Solution.** Write a diameter as $d(1+x)$, where $d$ is the mean, $\langle x\rangle=0$ and $\langle x^2\rangle=s^2$. With $\lambda$ evaluated at the mean diameter, the empty probability is

$$f(x)=e^{-\lambda(1+x)^3}.$$

Differentiate twice:

$$f'=-3\lambda(1+x)^2f,$$

$$f''=\left[-6\lambda(1+x)+9\lambda^2(1+x)^4\right]f.$$

In the average of the Taylor series, the linear term vanishes and the quadratic term gives $s^2f''(0)/2$. To second order in $s$,

$$\langle P_0\rangle=P_0\left[1+\frac{s^2}{2}\left(9\lambda^2-6\lambda\right)\right].$$

For $\lambda=0.6545$ the two terms in the inner bracket nearly cancel:

$$9\lambda^2-6\lambda=3.855-3.927=-0.072.$$

With $s=0.1$, the relative change is $0.005\times(-0.072)=-0.0004$. Averaging the full function $f$ numerically over the normal distribution, cut off at zero diameter, gives 51.95 percent for $s=0.1$ and 51.90 percent for $s=0.2$, against 51.97 percent without spread. The cutoff is needed: for $x<-1$ the diameter would be negative, $f$ grows faster than the normal distribution falls, and the average without a cutoff diverges.

The cancellation belongs to this size and density. The bracket vanishes at $\lambda=2/3$, where the curve of $P_0$ against diameter has an inflection point. There, the extra empty crystals among the small ones balance the loss among the large ones to second order.

The result also depends on holding the mean diameter fixed. If the mean volume is held fixed instead, let $v$ be the volume divided by its mean. To leading order its variance is $9s^2$, because $v$ varies as the cube of the diameter. Expanding $e^{-\lambda v}$ about $v=1$ then gives

$$\langle P_0\rangle\approx P_0\left(1+\frac{9\lambda^2s^2}{2}\right).$$

For $s=0.1$ this raises the empty fraction by about 2 percent of its value, to 0.53.

## Variation 2: dopants in pairs

**Question.** Suppose that all dopants form nearest-neighbour pairs, and that the pairs are placed independently with random orientations. The dopant density is still $10^{19}$ cm$^{-3}$. What fraction of the nanocrystals is empty?

**Solution.** The pair density is $n/2$, and the separation is

$$b=\frac{\sqrt3}{4}a=0.235\ \mathrm{nm}.$$

Treat positions as continuous, and allow the surface of a crystal to cut a pair. Call one member of each pair the first. For a given orientation, the crystal contains at least one member if the first lies in the sphere, or in a copy of the sphere displaced by $b$. The forbidden region for the first member is the union of these two spheres.

Let $R=d/2$. For $b\le d$, the overlap of the spheres consists of two caps of height $h=R-b/2$. Each cap has volume $\pi h^2(3R-h)/3$, so

$$V_{\rm overlap}=\frac{2\pi}{3}\left(R-\frac b2\right)^2\left(2R+\frac b2\right).$$

Multiplying out the brackets gives

$$V_{\rm overlap}=\frac{2\pi}{3}\left(2R^3-\frac{3R^2b}{2}+\frac{b^3}{8}\right)
=V\left(1-\frac{3b}{2d}+\frac{b^3}{2d^3}\right).$$

The union has volume $2V-V_{\rm overlap}$, or

$$V_{\rm union}=V\left(1+\frac{3b}{2d}-\frac{b^3}{2d^3}\right)=1.0705\,V.$$

This volume is the same for every orientation. The pairs are independent, so the argument of (b) applies to them with density $n/2$ and volume $V_{\rm union}$:

$$P_0=\exp\left(-\frac n2V_{\rm union}\right)
=\exp\left(-\frac{0.6545\times1.0705}{2}\right)=0.7045.$$

About 70 percent are empty, although the mean number of dopants per crystal is still 0.6545. Pairing puts the same dopants into fewer crystals.

The limits confirm this reading. As $b\to0$, each pair acts as one object and $P_0\to e^{-\lambda/2}$. At $b=d$ the spheres just touch, the union has volume $2V$, and the independent result $e^{-\lambda}$ returns, because no crystal can then hold both members of a pair except in the limiting case of opposite points on its surface.

Numbers in the example were calculated in double precision.
